# Grid spacing and the exact closure radius of a periodic seed pattern

## One seed in a square cell

Put one seed in a square cell of side $L$ and repeat the cell periodically. The seeds form a square lattice. Let a disc grow around each seed, all with the same radius $r$. Neighbouring discs touch at $r=L/2$, but a hole remains at the centre of every square of four seeds. That centre lies half a diagonal from each corner, so the hole closes at

$$R=\frac{\sqrt{L^2+L^2}}{2}=\frac{L}{\sqrt2}.$$

For $L=10$ nm this is 7.07 nm. The last point to be covered is equally far from several seeds, and $R$ is the radius of the empty circle through them.

Now sample the distance to the nearest seed on a uniform grid and take the largest value. If a grid point falls on the centre of the square, the answer is right. Otherwise it is too small, by an amount that depends on the grid spacing and on where the grid happens to lie.

That spacing is the main setting treated here. It also appears in electronic-structure programs that represent functions on a real-space grid. A second setting is the number of periodic images included in the search for neighbours. The function sampled below is a distance, not an electron density, so the guidance concerns this geometric maximum and says nothing about the convergence of an energy.

The application is the growth of a gate oxide on a two-dimensional channel. Where the oxide starts only at separate seeds, the film is closed when the islands have covered the last bare point.

## What is being computed

Let $N$ seeds sit at positions $\mathbf p_i$ in the cell, and let the index $i$ also run over their periodic images. Assume first that all seeds start together and grow at the same speed in every direction. Define

$$d(\mathbf x)=\min_i|\mathbf x-\mathbf p_i| .$$

The point $\mathbf x$ is covered when $d(\mathbf x)\le r$. All points are covered when $r$ reaches

$$R=\max_{\mathbf x}d(\mathbf x).$$

The maximum exists because $d$ is continuous and periodic.

**Statement.** $R$ is the largest circumradius among the Delaunay triangles of the infinite periodic pattern. A Delaunay triangle has seeds at its corners and no seed inside its circumcircle.

To prove this, let $\mathbf x$ be a point where $d=R$, and let $\mathbf e_i$ be the unit vectors from $\mathbf x$ to its nearest seeds. Move a small distance $s$ along a unit vector $\mathbf w$. Since $\mathbf p_i-\mathbf x=R\mathbf e_i$, the new squared distance is

$$|s\mathbf w-R\mathbf e_i|^2=R^2-2Rs\,\mathbf w\cdot\mathbf e_i+s^2. \tag{1}$$

Suppose some $\mathbf w$ had $\mathbf w\cdot\mathbf e_i\le0$ for every nearest seed. All these squared distances would then be at least $R^2+s^2$. The other seeds are farther away by a finite gap, so they do not matter for small $s$. The move would raise $d$ above its maximum, which is impossible. Hence every direction $\mathbf w$ has a positive projection on at least one $\mathbf e_i$.

One vector cannot achieve this, since $\mathbf w=-\mathbf e_1$ has a negative projection on it. Neither can two. If they are not opposite, the direction of $-(\mathbf e_1+\mathbf e_2)$ has a negative projection on both, because $1+\mathbf e_1\cdot\mathbf e_2>0$. If they are opposite, a perpendicular $\mathbf w$ has zero projection on both. There are therefore at least three nearest seeds, and they surround $\mathbf x$. They lie on a circle of radius $R$ with no seed inside, so they form a Delaunay triangle, or a polygon that is cut into Delaunay triangles with the same circumcircle. Some Delaunay triangle thus has circumradius $R$.

Conversely, the circumcentre of any Delaunay triangle has its corners as nearest seeds, because the circle is empty. Its circumradius is a value of $d$ and cannot exceed $R$. This proves the statement.

If there are exactly three nearest seeds, their triangle is acute. In a right or obtuse triangle, the direction from the circumcentre perpendicular to the longest side, pointing away from the opposite corner, has no positive projection on any $\mathbf e_i$. In the square lattice the last point has four nearest seeds, and the triangles cut from each square are right-angled.

The statement gives $R$ as the largest of finitely many circumradii, since the triangles repeat from cell to cell. Each is a closed expression in the seed coordinates, free of grid error, although a computer still rounds it.

## The circumradius

Let a triangle have corners $\mathbf a,\mathbf b,\mathbf c$. Set $\mathbf u=\mathbf b-\mathbf a$ and $\mathbf v=\mathbf c-\mathbf a$, and let $\mathbf q$ point from $\mathbf a$ to the circumcentre. Equal distance from $\mathbf a$ and $\mathbf b$ means $|\mathbf q|^2=|\mathbf q-\mathbf u|^2$. Expanding the right side and cancelling $|\mathbf q|^2$ gives the first of the equations

$$\mathbf u\cdot\mathbf q=\tfrac12|\mathbf u|^2,\qquad \mathbf v\cdot\mathbf q=\tfrac12|\mathbf v|^2,$$

and the second follows in the same way from $\mathbf c$. With $D=u_xv_y-u_yv_x$, the solution of this linear pair is

$$q_x=\frac{v_y|\mathbf u|^2-u_y|\mathbf v|^2}{2D},\qquad
q_y=\frac{u_x|\mathbf v|^2-v_x|\mathbf u|^2}{2D},$$

and the circumradius is $|\mathbf q|$.

A second form uses the side lengths $\ell_1,\ell_2,\ell_3$ and the area $K$. If $C$ is the angle opposite $\ell_3$, that side is a chord with central angle $2C$, so $\ell_3=2R\sin C$. The area is $K=\tfrac12\ell_1\ell_2\sin C$. Eliminating $\sin C$ gives

$$R=\frac{\ell_1\ell_2\ell_3}{4K}.$$

## How many periodic images

A triangulation routine takes a finite set of points. For a square cell, one shell of images, a $3\times3$ patch, is enough. Keep the triangles whose circumcentre lies in the central cell and discard the rest.

The reason is the opening example. The images of any one seed already bring every point within $L/\sqrt2$ of a seed, and further seeds can only shorten distances. So $R\le L/\sqrt2<L$. A disc of radius $L/\sqrt2$ centred in the central cell stays inside the patch.

- No triangle is missed. A true Delaunay triangle with its centre in the central cell has its corners in the patch, and its circle is empty there too.
- No false triangle enters. If a triangle found in the patch has its centre in the central cell, some patch seed lies within $L/\sqrt2$ of that centre. The circle contains no patch seed, so its radius is at most $L/\sqrt2$. The disc then lies inside the patch, and no seed outside can spoil it.

When no circumcentre lies on the border of the cell, the number of triangles kept provides a check. On the border, rounding can drop or repeat a triangle. This can happen with regular patterns, and shifting all seeds together avoids it. On a periodic cell, vertices, edges and faces obey $V-E+F=0$. Each triangle has three edges and each edge is shared by two triangles, so $3F=2E$. Hence $F=2V=2N$.

For a rectangular cell with sides $L_1\ge L_2$, the bound on $R$ becomes half the diagonal. The same argument holds with $m$ shells of images if

$$m>\frac12\sqrt{1+(L_1/L_2)^2}.$$

This condition is sufficient, not necessary. One shell serves up to an aspect ratio just below $\sqrt3$, and a ratio of 3 calls for two.

## What the grid spacing does

Let $d_h$ be the largest sampled distance on a square grid of spacing $h$. Moving a point by some length changes its distance to each seed by no more than that length, by the triangle inequality, and the same holds for the minimum $d$. The point where $d=R$ lies within half a grid diagonal, $h/\sqrt2$, of a grid point. Therefore

$$d_h\le R\le d_h+\frac{h}{\sqrt2}. \tag{2}$$

The sampled value is a lower bound. The midpoint of the bracket, $d_h+h/(2\sqrt2)$, is wrong by at most $h/(2\sqrt2)$.

A smooth function is flat at its maximum, and the sampling error would then be of order $h^2$. The distance behaves differently. Taking the square root of (1) to first order in $s$, and then the minimum over the nearest seeds, gives

$$d=R-s\max_i(\mathbf w\cdot\mathbf e_i)+O(s^2/R).$$

The maximum is the tip of a cone. Its steepest slope is 1, for a step straight towards a seed. The gentlest slope lies in the widest gap between the $\mathbf e_i$. If $A_{\max}$ is the largest angle of the controlling triangle, that gap is the central angle $2A_{\max}$. A step along its bisector makes an angle $A_{\max}$ with both neighbours, so the slope is $\cos A_{\max}$. For three nearest seeds and a small offset $s$ between the tip and a grid point, the value there is too low by an amount between about $s\cos A_{\max}$ and $s$. Since $s$ scales with $h$, the error is of first order in $h$.

## A worked pattern

Take 100 seeds placed at random in a cell of side 100 nm, a density of $10^{12}$ cm$^{-2}$. The triangulation yields 200 triangles, as $2N$ requires. The largest has corners, in nm,

$$\mathbf a=(33.2681,\,39.8276),\quad \mathbf b=(44.0313,\,23.9564),\quad \mathbf c=(56.9694,\,37.6288).$$

The differences are $\mathbf u=(10.7632,-15.8712)$ and $\mathbf v=(23.7013,-2.1988)$. They give $|\mathbf u|^2=367.74$, $|\mathbf v|^2=566.59$ and $D=352.50$ nm². Then

$$q_x=\frac{-808.6+8992.4}{705.0}=11.608,\qquad q_y=\frac{6098.3-8716.0}{705.0}=-3.713,$$

in nm, and

$$R=\sqrt{11.608^2+3.713^2}=12.19\ \text{nm}.$$

The last bare point is $\mathbf a+\mathbf q=(44.876,36.115)$ nm. The sides give the same radius: $18.824\times23.803\times19.177/(4\times176.25)=12.19$ nm. The angles are 50.6°, 77.6° and 51.9°, so the triangle is acute.

If the cell is triangulated without its images, the largest circumradius comes out as 2284 nm. The periodic bound is $100/\sqrt2=70.7$ nm, so that circle must contain image seeds and has no place in the periodic problem.

Brute-force sampling, with grid points at the centres of squares of side $h$, gives these brackets:

| $h$ (nm) | lower bound (nm) | upper bound (nm) |
|---|---|---|
| 1.00 | 11.823 | 12.531 |
| 0.50 | 12.026 | 12.380 |
| 0.25 | 12.183 | 12.360 |
| 0.10 | 12.152 | 12.222 |

Each contains 12.188 nm. The lower bound falls when $h$ goes from 0.25 to 0.10 nm, although the grid is finer. The coarser grid has a point at $(44.875,36.125)$ nm, only 0.010 nm from the tip. The nearest point of the finer grid is $(44.85,36.15)$ nm, which is 0.044 nm away. The guaranteed bracket still narrows, from 0.177 to 0.071 nm.

The slopes measured around the tip run from 0.216 to 1.000, against a predicted minimum of $\cos77.56^\circ=0.215$.

A sharper test also avoids triangulation. Divide the cell into squares. In each, $d$ cannot exceed its central value plus half the diagonal. Discard the squares whose bound lies below the best value found so far, divide the others into four, and repeat. For 28 random patterns of 1 to 100 seeds, this search and the triangulation agreed to within $10^{-9}$ nm.

## Choosing the settings

- **To obtain $R$,** use the triangulation. Its cost grows roughly as $N\log N$, and there is no spacing to choose.
- **To check $R$ on a grid,** ask whether it lies in the bracket (2), not whether it equals $d_h$. To guarantee that $d_h$ itself is within $\varepsilon$ of $R$, take $h\le\sqrt2\,\varepsilon$. With the midpoint, $h\le2\sqrt2\,\varepsilon$ suffices.
- **To match one deposition cycle,** with growth of 0.1 nm per cycle, set $\varepsilon=0.1$ nm. Then $h\le0.14$ nm for $d_h$, or 0.28 nm for the midpoint. Direct sampling at $h=0.10$ nm needs $10^6$ grid points times 100 seeds, or $10^8$ distances.
- **To refine a grid,** do not judge convergence by the change in $d_h$ between two spacings, as the table shows. If the points sit at the centres of squares, dividing $h$ by 3 keeps all the old points, and $d_h$ cannot fall.

## From radius to film

Let the islands be hemispheres. Above the point $\mathbf x$, the surface of the island centred at $\mathbf p_i$ has height $z$ with $z^2+|\mathbf x-\mathbf p_i|^2=r^2$. The nearest seed gives the highest surface, so the film thickness is

$$z(\mathbf x)=\sqrt{r^2-d(\mathbf x)^2}.$$

At closure the thickness is zero at the last point. A minimum thickness $t$ requires $r_t^2-R^2=t^2$. Factorizing the left side gives the extra growth

$$r_t-R=\frac{t^2}{r_t+R}\approx\frac{t^2}{2R}\qquad(t\ll R).$$

The hole fills quickly because the islands meet the substrate with vertical walls, which grow sideways into it.

For $t=3$ nm, $r_t=\sqrt{12.188^2+3^2}=12.551$ nm, and the extra growth is 0.36 nm. Growing the closed film by this amount from its own surface, along the normal, gave a thinnest spot of 3.000 nm. With an initial seed radius of 0.5 nm, closure takes $(12.188-0.5)/0.1=116.9$, hence 117 cycles. The 3 nm minimum takes 121. At the radius $r_t$ itself, the mean thickness is 11.4 nm, and about 0.01 % of the area is thinner than 4 nm. This law needs hemispherical islands and equal growth on all exposed oxide, including the narrow pits.

At 1 V the field across 3 nm is 3.3 MV/cm, if the spot is treated as a flat film. That is not far below the rough breakdown scale of several MV/cm for good oxide films. It is not an upper bound. If the gate metal fills the pit, it ends in a point, where the field is higher and can exceed that scale. At the channel below the point, the field is lower than the flat-film value.

Tunnelling can be sized in the same flat-film picture. For a barrier $\phi$ lowered linearly by the voltage $V$, with $e$ the elementary charge and $m$ the effective mass, the semiclassical exponent is

$$2\int_0^t\frac{\sqrt{2m(\phi-eVx/t)}}{\hbar}\,dx
=\frac{4\sqrt{2m}\,t}{3\hbar eV}\left[\phi^{3/2}-(\phi-eV)^{3/2}\right],$$

by the substitution $y=\phi-eVx/t$, valid for $eV\le\phi$. A model barrier of 2 eV and a mass of 0.2 electron masses give 16.8, a transmission factor of about $5\times10^{-8}$. This is not a leakage current, and traps could add other paths.

## One pattern is not a device

The worked pattern is a favourable one. Over 200 random patterns with the same cell and seed number, the mean closure radius is 15.0 nm, the standard deviation 1.4 nm and the range 11.9 to 22.8 nm. The mean of 200 samples is itself uncertain by about $1.4/\sqrt{200}=0.1$ nm. The worked value lies about two standard deviations below it. The mean radius corresponds to 145 cycles instead of 117. A regular square array of the same density would close at 7.07 nm, after 66 cycles.

The cell size is therefore a physical setting too. For $r\le L/2$, one random seed covers a given point with probability $\pi r^2/L^2$. With $N$ independent seeds, the expected bare area is

$$L^2\left(1-\frac{\pi r^2}{L^2}\right)^N\approx L^2e^{-\pi\rho r^2},\qquad \rho=\frac{N}{L^2},$$

where the last form holds for $\pi r^2\ll L^2$ and $N(\pi r^2/L^2)^2\ll1$. At fixed $\rho$ and $r$, a larger cell has more bare area left to close. As an estimate, suppose that typical closure occurs at the same expected bare area in both cells. Enlarging the area 100 times then requires

$$r_2^2=r_1^2+\frac{\ln100}{\pi\rho}.$$

With $r_1=14.96$ nm and $\rho=0.01$ nm$^{-2}$, this is $223.8+146.6=370.4$ nm², so $r_2=19.2$ nm. In the small cell the second condition is poorly met, since $N(\pi r_1^2/L^2)^2=0.49$. Using the full power instead of the exponential gives 19.5 nm. The computed mean for four patterns in a 1000 nm cell is 19.6 nm, or 191 cycles. Single patterns of this size scatter by about 1 nm, so a mean of four is uncertain by about 0.5 nm, or 5 cycles, and cannot decide between the two estimates. For random seeds, if the device is a part of a wider film, choose the simulated area equal to the device area, and use many patterns if yield matters. An isolated flake has no seeds beyond its edge, so points near the edge can be covered later than in a periodic cell. It must be simulated without periodic images, and the largest circumradius then no longer gives the closure radius: the last point may lie on the edge, and a circumcentre may lie outside the flake. Sample the distance over the flake instead, with its edge included.

## Unequal starts

Let the radius of island $i$ trail by $\delta_i\ge0$ because it started late. It covers $\mathbf x$ when $|\mathbf x-\mathbf p_i|+\delta_i\le r$, so closure occurs at

$$R_\delta=\max_{\mathbf x}\min_i\left(|\mathbf x-\mathbf p_i|+\delta_i\right).$$

The Delaunay formula no longer applies, but the grid bracket and the subdivision search do, since constant lags do not alter the triangle inequality. Adding lags between 0 and $\delta_{\max}$ raises every minimum by between 0 and $\delta_{\max}$, so $R\le R_\delta\le R+\delta_{\max}$.

For the worked seeds, one random draw of lags up to 2 nm moves closure from 12.2 to 13.3 nm. In one draw with the original seeds on time and 20 further seeds arriving at random during growth, it moves to 12.1 nm. Other draws give other shifts. Extra seeds cannot delay closure, because they only add candidates to the minimum.

## Beside a real gate oxide

The parameters are round values for atomic layer deposition on MoS2, whose basal plane offers few bonding sites. Growth near 0.1 nm per cycle is a typical rough figure for oxides. The seed density depends strongly on surface preparation, and $10^{12}$ cm$^{-2}$ is a choice, not a property of MoS2. The closure radii found here follow from that choice and do not predict the result for a given sample. Real islands need not be hemispheres: with the worked pattern fixed and the sideways growth rate cut to 0.7 of its value, closure takes 167 cycles instead of 117, and the thickness law above no longer holds. Real seeds may also gather at defects and step edges, an effect not sized here. In these examples the choice of pattern and the cell size matter more than the late starts. The 200 sampled 100 nm patterns close between 11.9 and 22.8 nm, and the mean rises from 15.0 nm to 19.6 nm in a 1 µm cell, while the one draw of lags up to 2 nm shifts the radius by about 1 nm. That lag range is a choice. The shift grows with it, within the bound $\delta_{\max}$, and a spread of starts comparable to $R$ can matter as much as the cell size. The numerical output below lists the values used.

## Calculated quantities

```
cell side: 100 nm; seeds: 100
seed density: 1.00e+12 cm^-2
initial seed radius: 0.5 nm; growth per cycle: 0.1 nm
patterns tested: 28; largest disagreement: 8.1e-10 nm
Delaunay triangles per cell: 200
controlling seed 1 (x, y): 33.2681, 39.8276 nm
controlling seed 2 (x, y): 44.0313, 23.9564 nm
controlling seed 3 (x, y): 56.9694, 37.6288 nm
controlling sides: 18.8236, 23.8031, 19.1766 nm
controlling triangle area: 176.2505 nm^2
controlling angles: 50.56, 77.56, 51.88 degrees
last point to close (x, y): 44.8763, 36.1146 nm
closure radius, Delaunay: 12.187530 nm
closure radius, subdivision search: 12.187530 nm
largest radius, single cell without images: 2284.29 nm
grid 1.00 nm: R between 11.8234 and 12.5305 nm
grid 0.50 nm: R between 12.0263 and 12.3799 nm
grid 0.25 nm: R between 12.1831 and 12.3599 nm
grid 0.10 nm: R between 12.1517 and 12.2224 nm
slope of fall at maximum: 0.216 to 1.000
cosine of largest angle: 0.215
cycles to closure: 117
mean thickness at closure: 10.95 nm
required minimum thickness: 3.0 nm
radius for that thickness: 12.5513 nm
extra radius after closure: 0.3638 nm
thinnest spot by surface growth: 3.000 nm
cycles to minimum thickness: 121
mean thickness then: 11.36 nm
area thinner than 4 nm then: 0.012 %
largest start lag drawn: 1.987 nm
closure radius with delayed starts: 13.257 nm
closure radius with 20 later seeds: 12.093 nm
cycles to closure, lateral rate x 0.7: 167
200 patterns, mean closure radius: 14.96 nm
200 patterns, standard deviation: 1.37 nm
200 patterns, range: 11.86 to 22.83 nm
1000 nm cell, mean of 4: 19.57 nm
gate voltage: 1.0 V
field at thinnest spot: 3.33 MV/cm
model barrier: 2.0 eV; mass: 0.2 m_e
tunnelling exponent at thinnest spot: 16.76
tunnelling factor at thinnest spot: 5.3e-08
```
